\section*{Pivot Sampling of Self-Avoiding Walks and the Good-Solvent Exponent}

\section{A chain leaving a resist film}

When a developer dissolves a polymer resist, chains that were packed in a film become separate coils in a liquid. A coil's size sets how much solution it occupies and the concentration at which it meets its neighbours. In a good solvent the segments effectively repel, so the coil is larger than a random walk of the same length. How does its size grow with the number of segments?

The simplest model that keeps this repulsion is a self-avoiding walk: $N$ unit steps on the simple cubic lattice, visiting sites $\mathbf r_0,\dots,\mathbf r_N$ with no site visited twice. All such walks have equal weight. Lengths are in lattice steps until the last section, and $R=|\mathbf r_N-\mathbf r_0|$. By lattice symmetry we may fix the first step along $+x$ without changing $\langle R^2\rangle$.

Without self-avoidance, $\mathbf r_N-\mathbf r_0=\sum_i\mathbf u_i$ with independent unit steps $\mathbf u_i$, and
\begin{equation}
\langle R^2\rangle=\sum_i\langle \mathbf u_i^2\rangle+\sum_{i\ne j}\langle\mathbf u_i\rangle\cdot\langle\mathbf u_j\rangle=N ,
\end{equation}
so $R$ grows as $N^{1/2}$. Such a coil has volume of order $N^{3/2}$ and segment density of order $N^{-1/2}$. Segments far apart along the chain therefore make of order $N\cdot N^{-1/2}=N^{1/2}$ contacts. Contacts between segments close together along the chain are more numerous, of order $N$, but they mainly change the effective step length. The number of distant contacts grows with $N$, so forbidding them cannot be a small perturbation for long chains. The expected form is
\begin{equation}
\langle R^2\rangle=D\,N^{2\nu}\left(1+aN^{-\Delta}+\cdots\right),\qquad \nu\approx0.588 .
\label{law}
\end{equation}
This is a well-supported scaling law, not a theorem in three dimensions. The exponents $\nu$ and $\Delta$ are taken to be universal, while $D$ and $a$ belong to the lattice.

\section{Two steps by hand}

For $N=2$ the second step may go anywhere except back. There are five walks: one straight, with $R^2=4$, and four bent, with $R^2=2$. Hence
\begin{equation}
\langle R^2\rangle_2=\frac{4+4\cdot2}{5}=2.4 .
\end{equation}
Since $\langle R^2\rangle_1=1$, a first estimate of the exponent is $\tfrac12\ln 2.4/\ln2=0.63$. It is too large, which already shows that short walks need care.

Now sample these five walks by a random process. Hold the middle site, choose one of the 48 symmetries of the cube other than the identity, and apply it to the second step. Of the 48 symmetries, 8 carry a given lattice direction into each of the 6 directions. Removing the identity leaves 7 that keep the step unchanged, 8 for each of the other four allowed directions, and 8 that fold the step back onto the first. A folded walk is rejected and the old walk is kept. The transition probabilities are therefore
\begin{equation}
P(\omega\to\omega')=\frac{8}{47}\ (\omega'\ne\omega),\qquad
P(\omega\to\omega)=\frac{7+8}{47}=\frac{15}{47},
\end{equation}
and each row sums to $(4\cdot8+15)/47=1$. The matrix is symmetric, so equal weights are preserved. The kept walk must be counted again after a rejection: the 8 rejected moves are part of the diagonal element.

The same matrix shows how fast memory fades. Write $P=\frac{8}{47}J+\frac{7}{47}I$, where every element of $J$ is 1. On a function with zero mean over the five walks $J$ gives zero, so each attempt multiplies its correlation by $\lambda=7/47$. The variance of a long time average exceeds that of independent samples by the factor
\begin{equation}
2\tau=1+2\sum_{t\ge1}\lambda^t=\frac{1+\lambda}{1-\lambda}=\frac{54}{40}=1.35 .
\end{equation}

For $N=3$ no new kind of overlap appears. At $N=4$ there are $5^3=125$ walks without immediate reversal, of which 4 close a square, leaving 121. From here on the whole walk must be checked.

\section{The pivot algorithm}

One attempt on a walk $\omega$ of $N$ steps runs as follows.
\begin{enumerate}
\item Choose a site $k$ uniformly from $1,\dots,N-1$ and a symmetry $g$ uniformly from the 47 that are not the identity.
\item Keep $\mathbf r_j$ for $j\le k$, and for $j>k$ set
\begin{equation}
\mathbf r_j'=\mathbf r_k+g(\mathbf r_j-\mathbf r_k).
\label{move}
\end{equation}
\item If all $N+1$ sites differ, accept the new walk; otherwise keep the old one.
\item Record $R^2$ of the current walk, whether or not it changed.
\end{enumerate}
For the overlap check, give each site the integer $x+L(y+Lz)$ with $L=2N+1$. Coordinates relative to the start lie between $-N$ and $N$, so different sites have different integers. After sorting, a repeated site shows up as two equal neighbours.

\subsection{Why the weights are equal}

If $(k,g)$ turns $\omega$ into $\omega'$, then $(k,g^{-1})$ turns $\omega'$ into $\omega$, because the hinge $\mathbf r_k$ does not move. Both choices have the same probability, so $P(\omega\to\omega')=P(\omega'\to\omega)$. Starting from equal weights, the weight arriving at $\omega'$ is proportional to
\begin{equation}
\sum_\omega P(\omega\to\omega')=\sum_\omega P(\omega'\to\omega)=1,
\end{equation}
the same for every $\omega'$. Equal weights are stationary.

They are the unique limit if every walk can be reached. It suffices to straighten any walk into the rod along $+x$, since each move can be undone. Let $A$ be the sum of the three edge lengths of the smallest axis-parallel box around the walk, plus the number of interior sites at which the walk goes straight on. We show that $A$ can be raised until the walk is straight.

\emph{Case 1: some face of the box contains neither end.} Orient the axes so that this face is $x=m$, with the walk in $x\le m$. Let $t$ be the last site on it, and reflect the part after $t$ in the plane $x=m$. That part moves to $x>m$, so no overlap arises. If the kept part reaches the old minimum $x_{\min}$, the box grows because the new end lies beyond $m$. If not, the reflected part reaches $2m-x_{\min}$, while the start has $x_0<m$, so the extent is at least $2m-x_{\min}-x_0>m-x_{\min}$. The other extents are unchanged. Site $t$ was not straight before, since the walk left it towards smaller $x$ and could not have come from larger $x$. No straight site is lost, and $A$ rises.

\emph{Case 2: every face contains an end.} In each direction with nonzero extent the two ends then lie on opposite faces. Let $t$ be the last bend. Orient the axes so that the straight part after $t$ lies along the first axis, the step into $t$ lies along the second, and the final site has the maximal value of both coordinates. Site $t$ shares the maximal second coordinate, so the step into it was in the positive second direction. Turn the final part into that direction. It leaves the box, so no overlap arises. One extent grows by the length of that part, another shrinks by at most the same amount, and one straight site is gained. Again $A$ rises.

Since $A\le N+(N-1)$, the process ends, and it ends at a rod. The pivots used have $1\le t\le N-1$, so the first step is untouched. A rod can also stay as it is, because 7 non-identity symmetries fix its direction; this excludes periodic cycling. As a test of the move as implemented, the full transition matrix of the 121 four-step walks was built, and it is symmetric and connected.

\subsection{Starting walks and error bars}

A rod is a poor start for a long walk, since many sites must be pivoted before it is forgotten. Instead, join two sampled walks of length $N/2$, turning the second by a random one of all 48 symmetries, and keep the result if it is self-avoiding. For a given second half, exactly 8 symmetries carry $+x$ into its first step, and each fixes one original walk. Every allowed joined walk thus arises in equally many ways, and independent uniform halves give a uniform whole. The halves come from a finite pool and are reused, which leaves weak correlations. The first 100 attempts after joining are therefore discarded; for $N=10$, started from rods, 200 are.

Run $B$ walkers for $T$ recorded attempts each. All walkers share the site $k$ at each attempt, which is convenient for array arithmetic, but draw their own $g$. Given the sequence of sites, independently started walkers remain independent. Each conditional mean of $R^2$ equals $\langle R^2\rangle$, because the move at any fixed $k$ preserves equal weights. The covariance between walkers is then zero, and the standard error $s$ follows from the scatter of the $B$ walker means. Setting $s^2=2\tau\,\mathrm{Var}(R^2)/(BT)$ gives
\begin{equation}
2\tau=\frac{s^2BT}{\mathrm{Var}(R^2)} .
\end{equation}

\section{Sampled sizes}

\begin{center}
\begin{tabular}{rrrr}
$N$ & $\langle R^2\rangle$ & accepted & $2\tau$\\
10 & $16.87\pm0.04$ & 0.756 & 7\\
20 & $38.86\pm0.08$ & 0.707 & 9\\
40 & $88.8\pm0.3$ & 0.660 & 11\\
80 & $204.0\pm0.9$ & 0.610 & 13\\
160 & $463\pm3$ & 0.567 & 18\\
320 & $1054\pm7$ & 0.525 & 16\\
640 & $2401\pm28$ & 0.488 & 28
\end{tabular}
\end{center}

Complete enumeration of the 8\,809\,878 ten-step walks gives $\langle R^2\rangle_{10}=16.8172$. The sampled value lies 1.3 standard errors above it. Over a 64-fold increase in length the acceptance falls by about a third, and a few tens of attempts still suffice for a fresh value of $R^2$. One accepted pivot can move half the chain, which is why the method suits a global quantity such as $R$. The values of $2\tau$ are themselves noisy: with $B$ walkers the relative error of $s^2$ is about $\sqrt{2/(B-1)}$, which is 14\% for the 100 walkers used at $N=320$, so the dip at $N=320$ has no evident meaning.

As a control, the same moves were run with the overlap check switched off, at $N=20$ and $80$. The two sizes give $\nu=0.501\pm0.003$, in agreement with the random-walk value $1/2$. The larger exponent therefore comes from self-avoidance, not from the moves.

\section{Correcting for finite length}

The slope of $\ln\langle R^2\rangle$ against $\ln N$ defines a local exponent. From Eq.~(\ref{law}), to first order in $a$,
\begin{equation}
\nu_{\rm loc}=\frac12\frac{d\ln\langle R^2\rangle}{d\ln N}
\simeq\nu+\frac12\frac{d}{d\ln N}\left(aN^{-\Delta}\right)
=\nu-\frac{a\Delta}{2}N^{-\Delta}.
\label{local}
\end{equation}
If $a<0$, short chains show too large an exponent. Exact enumeration shows this without noise: $\langle R^2\rangle_8=12.8451$ and $\langle R^2\rangle_{10}=16.8172$ give
\begin{equation}
\frac12\,\frac{\ln(16.8172/12.8451)}{\ln(10/8)}=0.604 .
\end{equation}
Going to long chains and using two points does not settle the matter. The pair $N=320,640$ gives $0.593\pm0.010$, an error larger than the shift sought. All lengths must be used together.

\subsection{The fit}

For small $aN^{-\Delta}$ the logarithm of Eq.~(\ref{law}) is
\begin{equation}
\ln\langle R^2\rangle=\ln D+2\nu\ln N+aN^{-\Delta},
\label{fit}
\end{equation}
which is linear in the three unknowns once $\Delta$ is given. We take $\Delta=0.53$ as an input. An error $s_i$ in $\langle R^2\rangle_i$ becomes $\sigma_i=s_i/\langle R^2\rangle_i$ in its logarithm. Divide each equation by its $\sigma_i$: let $z_i=\ln\langle R^2\rangle_i/\sigma_i$, and let row $i$ of the matrix $X$ be $(1,\ln N_i,N_i^{-\Delta})/\sigma_i$. Minimising $\chi^2=|z-Xc|^2$ over $c=(\ln D,2\nu,a)$ requires $X^{\rm T}(z-Xc)=0$, so
\begin{equation}
c=(X^{\rm T}X)^{-1}X^{\rm T}z,\qquad \mathrm{Cov}(c)=(X^{\rm T}X)^{-1}.
\end{equation}
The covariance follows because the components of $z$ are independent with unit variance, giving $(X^{\rm T}X)^{-1}X^{\rm T}X(X^{\rm T}X)^{-1}$. The plain power law omits the third column.

With $N=20$ to $640$ the results are
\begin{align}
\text{plain:}\quad &\nu=0.5958\pm0.0009,\quad \chi^2=2.6\ \text{(4 degrees of freedom)},\\
\text{corrected:}\quad &\nu=0.591\pm0.004,\quad \chi^2=1.1\ \text{(3 degrees of freedom)},
\end{align}
the latter with $D=1.16$ and $a=-0.15\pm0.12$.

\subsection{Reading the two fits}

The plain fit has the smaller error bar and a good $\chi^2$, yet it lies about nine of its standard errors above 0.588. Its error bar covers noise, not the missing term. The corrected value lies 0.9 standard errors above 0.588. The correction removes a little over half of the excess, and what remains is within the noise.

These data alone do not prove that the correction is present: $a$ is 1.2 standard errors from zero. The evidence comes from the exact values. Extrapolated down to $N=10$, which neither fit used, the plain law predicts $17.02\pm0.05$ and the corrected law $16.9\pm0.1$. The exact $16.82$ lies more than four standard errors from the first and within one of the second. This shows that the plain power law needs a correction, but not which one: a column $1/N$ in place of $N^{-\Delta}$ fits equally well, gives $\nu=0.593\pm0.002$, and predicts $16.8\pm0.2$.

Why does one more parameter cost a factor of four in precision? The coefficient of $\ln N$ is determined by the part of that column which the other columns cannot imitate. If $r$ is the correlation between $\ln N$ and $N^{-\Delta}$ over the chosen lengths, the squared size of that part is reduced by the factor $1-r^2$, and the error grows by $1/\sqrt{1-r^2}$. For our six doubled lengths with equal weights, $r=-0.967$ and the factor is about 4; with the weights $1/\sigma_i^2$ of the actual fit, $r=-0.974$ and the factor is 4.4. A wider range of lengths would lower $|r|$.

Two systematic errors remain. Changing $\Delta$ from 0.45 to 0.61 moves $\nu$ from 0.5906 to 0.5919, well inside the error bar. Omitted terms, such as one of order $1/N$, are not resolved by these data. They are partly absorbed into the fitted constants, so $D=1.16$ and $a=-0.15$ are effective values: with $\nu$ held at 0.5876 and a $1/N$ term included, more precise data give $D\approx1.22$ and $a\approx-0.35$. Leaving that term out raises the fitted $\nu$ by roughly 0.002 over this range of lengths, about half the error bar. With much better statistics such terms would have to be fitted, or the shortest lengths dropped.

\section{A resist chain in nanometres}

Let one lattice step stand for one Kuhn segment, the length over which the chain behaves as a freely jointed link. Rough round values in the regime of poly(methyl methacrylate), PMMA, are a Kuhn length $b=1.5$~nm and 0.625~kg/mol per segment. A 950~kg/mol chain has $N=950/0.625=1520$ segments. A 12.5~kg/mol fragment, produced by exposure, has 20.

For the long chain, Eq.~(\ref{fit}) is extrapolated beyond the sampled range and gives
\begin{equation}
R_{\rm rms}=b\sqrt{\langle R^2\rangle}=123\pm1\ \text{nm},
\end{equation}
against $1.5\sqrt{1520}=58.5$~nm for an ideal chain. The quoted error is the statistical error of the fit alone, not that of the rough material parameters. The plain fit gives 123.5~nm, practically the same. The correction shifts this size and the exponent by similar amounts, about 0.7\% or one standard error each; for the size this is negligible beside the uncertainty of the material parameters. For the fragment, $1.5\sqrt{38.86}=9.4$~nm, against 6.7~nm for the ideal chain. Not all of this difference is repulsion between distant segments. A lattice walk that merely cannot step back has a mean cosine of $1/5$ between successive steps, so $\langle R^2\rangle\approx N(1+\frac15)/(1-\frac15)=1.5N$ for long walks. This gives 8.1~nm for the fragment, half of the excess in $\langle R^2\rangle$, and 72~nm for the long chain. A Kuhn segment already includes such local stiffness, so equating it with one lattice step overstates the sizes; 123~nm and 9.4~nm are upper-end estimates even for a good solvent.

\paragraph{Crowding.} Coils begin to overlap near $c^*=M/(N_AR_{\rm rms}^3)$, a definition good to an order of magnitude only: taking the coil as a sphere with its radius of gyration $R_g$ gives a $c^*$ larger by a factor of nearly four, and the common form $M/(N_AR_g^3)$ one larger by about sixteen. For the long chain,
\begin{equation}
c^*=\frac{9.5\times10^5\ \text{g/mol}}{(6.02\times10^{23}\ \text{mol}^{-1})(1.85\times10^{-18}\ \text{L})}=0.85\ \text{g/L},
\end{equation}
and for the fragment it is 25~g/L. A 100~nm film of density 1200~g/L, dissolved evenly in 1~mm of developer, gives $1200\times10^{-4}=0.12$~g/L. This is 14\% of overlap for the long chain and 0.5\% for the fragment, so both are dilute once mixed. In a positive resist the developer is meant to remove the fragments and leave the long chains, so the figure for the long chain applies only when the whole film is dissolved. Near the dissolving surface the concentration is higher. A casting solution of 40~g/L is 47 times above overlap for the long chain. There neighbouring chains screen the repulsion, and Eq.~(\ref{law}) fails at the scale of the whole coil.

\paragraph{Solvent quality.} Two rods of length $b$ and diameter $d$ at angle $\gamma$ exclude a parallelogram of area $b^2|\sin\gamma|$ and thickness $2d$, if their ends are neglected. The average of $|\sin\gamma|$ over directions is $\frac12\int_0^\pi\sin^2\gamma\,d\gamma=\pi/4$. Reducing the result by the mean-field solvent factor $1-2\chi$ gives
\begin{equation}
\frac{v}{b^3}=\frac{\pi}{2}\,\frac db\,(1-2\chi).
\end{equation}
With $d=0.8$~nm and $\chi=0.45$, a rough choice for a marginal developer, this is 0.084. By the contact count of the first section, repulsion matters once $(v/b^3)g^{1/2}\sim1$, that is, for stretches longer than $g\sim(b^3/v)^2\approx140$ segments. This is only an order of magnitude. The segments are not slender, since $d/b\approx0.5$, and $g$ varies as $v^{-2}$, so a factor of three in $v$ changes $g$ by a factor of nine.

\paragraph{The real case.} The developer assumed above, with $\chi=0.45$, is only a marginal solvent. The assumption most at risk is thus the good solvent. If $g$ is near the value estimated above, a 20-segment fragment is much shorter than $g$ and should be only slightly larger than the ideal 6.7~nm; the self-avoiding value of 9.4~nm is then too large by roughly a third. The long chain contains $1520/142\approx11$ stretches of length $g$. Treating these as the links of a self-avoiding chain with unit prefactor gives $1.5\sqrt{142}\,(10.7)^{0.591}\approx70$~nm instead of 123~nm. Temperature enters through $\chi$, and near $\chi=1/2$ a small change in $\chi$ changes $g$ strongly. The effect of the spread of lengths depends on the average taken. Random scission with many cuts per chain gives fragments with a nearly exponential distribution of lengths. In a good solvent, at fixed mean length, the number-averaged $\langle R^2\rangle$ grows by the factor $\int_0^\infty x^{2\nu}e^{-x}dx$, which raises the rms size by only 4.5\%. If each fragment is weighted by its mass, the factor is $\int_0^\infty x^{2\nu+1}e^{-x}dx$, larger by $2\nu+1$, and the rms size rises by about half.

The exponent near 0.588 therefore describes long, separate chains in a good solvent. It does not describe the dry film, the casting solution, or a short fragment in a marginal developer. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Exact number of 10-step walks: 8809878
Exact <R^2>, N=8 and N=10: 12.8451, 16.8172 steps^2
Exact local exponent, N=8 to 10: 0.6037
Four-step walks in transition matrix: 121
N=10: <R^2>=16.869 +- 0.039 steps^2, accepted 0.756, 2tau=6.9 attempts
N=20: <R^2>=38.856 +- 0.082 steps^2, accepted 0.707, 2tau=8.5 attempts
N=40: <R^2>=88.825 +- 0.263 steps^2, accepted 0.660, 2tau=10.9 attempts
N=80: <R^2>=204.008 +- 0.854 steps^2, accepted 0.610, 2tau=13.4 attempts
N=160: <R^2>=463.366 +- 2.826 steps^2, accepted 0.567, 2tau=18.1 attempts
N=320: <R^2>=1054.403 +- 6.997 steps^2, accepted 0.525, 2tau=16.0 attempts
N=640: <R^2>=2400.600 +- 27.551 steps^2, accepted 0.488, 2tau=28.1 attempts
N=10: 1600 walkers, 300 measured attempts each
N=20: 1600 walkers, 500 measured attempts each
N=40: 800 walkers, 700 measured attempts each
N=80: 400 walkers, 900 measured attempts each
N=160: 200 walkers, 1200 measured attempts each
N=320: 100 walkers, 1800 measured attempts each
N=640: 64 walkers, 1700 measured attempts each
Control without avoidance: nu=0.5011 +- 0.0027
Plain fit: nu=0.5958 +- 0.0009, chi2=2.61 (4 degrees of freedom)
Plain fit amplitude D: 1.0950 steps^2
Correction exponent Delta (input): 0.53
Corrected fit: nu=0.5914 +- 0.0038, chi2=1.13 (3 degrees of freedom)
Corrected amplitude D: 1.1576 steps^2
Correction amplitude a: -0.147 +- 0.120
nu with Delta=0.45: 0.5906; with Delta=0.61: 0.5919
Withheld N=10, plain fit: 17.024 +- 0.047 steps^2
Withheld N=10, corrected fit: 16.885 +- 0.123 steps^2
Kuhn length: 1.5 nm; segment mass: 0.625 kg/mol
Chain: 950 kg/mol, 1520 segments
Fragment: 12.5 kg/mol, 20 segments
Chain rms size, corrected fit: 122.7 +- 0.8 nm
Chain rms size, plain fit: 123.5 nm
Chain ideal size: 58.5 nm
Fragment rms size, sampled: 9.35 nm
Fragment ideal size: 6.71 nm
Overlap concentration, chain: 0.85 g/L
Overlap concentration, fragment: 25.4 g/L
Film 100 nm, 1200 g/L, in 1 mm developer: 0.120 g/L
Dissolved/overlap: chain 0.141, fragment 0.0047
Casting solution: 40 g/L, 47 times chain overlap
Segment diameter: 0.8 nm; marginal solvent chi: 0.45
Excluded volume / Kuhn length cubed: 0.0838
Thermal blob, order of magnitude: 142 segments
Rms size factor from random scission: 1.045
\end{verbatim}
